# How errors in the static response propagate to the local field correction: verification in Python

```python
# Result under test: G = 1 - (1/chi0 - 1/chi)/v, with v = 4 pi/q^2, and its errors
#   dG = r/X - r0/X0,  X = -v chi,  X0 = -v chi0,
# where r, r0 are relative errors of the interacting and ideal static responses.
# Small q: 1/X -> 1.  Large q: 1/X -> q^4/(4 wp^2), wp = plasma frequency.
# Hartree atomic units. N = electron number, t = kinetic energy per electron,
# kF = Fermi wave vector, T = temperature, s = relative standard error of chi.
import numpy as np
from scipy import fft
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

PI = np.pi
r_s, theta = 2.0, 1.0
n = 3 / (4 * PI * r_s**3)
kF = (3 * PI**2 * n) ** (1 / 3)
T = theta * kF**2 / 2
wp2 = 4 * PI * n
k_max = np.sqrt(90 * T)


def density(mu):
    g = lambda k: k * k * expit((mu - k * k / 2) / T) / PI**2
    return quad(g, 0, k_max, epsabs=0, epsrel=1e-12, limit=200)[0]


mu = brentq(lambda m: density(m) - n, -5 * T, 5 * T, xtol=1e-14)
t_inf = quad(lambda k: k**4 / 2 * expit((mu - k * k / 2) / T) / PI**2,
             0, k_max, epsabs=0, epsrel=1e-12, limit=200)[0] / n


def chi0_inf(q):
    """Ideal static response of the infinite system."""
    def g(k):
        return k * expit((mu - k * k / 2) / T) * np.log(abs((q + 2 * k) / (q - 2 * k)))
    pts = [q / 2] if q / 2 < k_max else None
    val = quad(g, 0, k_max, points=pts, epsabs=0, epsrel=1e-11, limit=300)[0]
    return -val / (PI**2 * q)


def invert(q, chi, chi0):
    return 1 - (1 / chi0 - 1 / chi) * q * q / (4 * PI)


def hubbard(q):
    return 0.5 * q * q / (q * q + kF**2)


def dressed(q, chi0):
    """Interacting response for the model local field."""
    return chi0 / (1 - 4 * PI / q**2 * (1 - hubbard(q)) * chi0)


def strength(q, chi):
    return -4 * PI / q**2 * chi


def box(N):
    """Cell length, kinetic energy unit, and momentum cutoff in lattice units."""
    L = (N / n) ** (1 / 3)
    e1 = (2 * PI / L) ** 2 / 2
    return L, e1, int(np.ceil(np.sqrt(40 * T / e1)))


def lattice_pairs(j, K):
    """Squared lattice momenta of k and k+q, with q = j lattice units along x."""
    x, y = np.arange(-K - j, K + 1), np.arange(-K, K + 1)
    perp = (y[:, None] ** 2 + y**2).ravel()
    return (x**2)[:, None] + perp, ((x + j) ** 2)[:, None] + perp


def lattice_chi0(j, L, e1, K, occ, pair):
    s1, s2 = lattice_pairs(j, K)
    d = s1 - s2
    safe = np.where(d == 0, 1, d)
    term = np.where(d == 0, -pair[s1] / T, (occ[s1] - occ[s2]) / (e1 * safe))
    return 2 * term.sum() / L**3


def canonical(N, j_max):
    """Occupations with exactly N/2 electrons per spin, by number projection."""
    L, e1, K = box(N)
    y = np.arange(-K, K + 1) ** 2
    counts = np.bincount((y[:, None, None] + y[:, None] + y).ravel())
    s = np.arange((K + j_max) ** 2 + 2 * K**2 + 1)
    phi = 2 * PI * (np.arange(128) + 0.5) / 128
    zx = np.exp(mu / T + 1j * phi)[:, None] * np.exp(-e1 * s / T)
    f = zx / (1 + zx)
    logw = np.log(1 + zx[:, :len(counts)]) @ counts - 1j * phi * (N // 2)
    w = np.exp(logw - logw.real.max())
    w /= w.sum()
    occ, occ2 = (w @ f).real, (w @ f**2).real
    total = counts @ occ[:len(counts)]
    assert abs(total - N / 2) < 1e-8 * N
    t = e1 * (counts * np.arange(len(counts))) @ occ[:len(counts)] / (N / 2)
    return dict(L=L, e1=e1, K=K, occ=occ, pair=occ - occ2, t=t, w=w, f=f,
                counts=counts)


def chi0_box(c, j):
    return lattice_chi0(j, c["L"], c["e1"], c["K"], c["occ"], c["pair"])


# Infinite-system integral against a direct lattice sum in a large cell
L, e1, K = box(400)
s = np.arange((K + 4) ** 2 + 2 * K**2 + 1)
occ = expit((mu - e1 * s) / T)
big = lattice_chi0(4, L, e1, K, occ, occ * (1 - occ))
assert abs(big / chi0_inf(4 * 2 * PI / L) - 1) < 1e-7

# Canonical kinetic energy against the derivative of the partition function
sizes = (14, 38, 66)
cells = {N: canonical(N, 60 if N == 14 else 8) for N in sizes}
c14 = cells[14]


def log_partition(beta):
    z = np.zeros(8)
    z[0] = 1.0
    levels = np.repeat(np.arange(len(c14["counts"])), c14["counts"])
    for x in np.exp(-beta * c14["e1"] * levels):
        z[1:] = z[1:] + x * z[:-1]
    return np.log(z[7])


h = 1e-4 / T
t_from_Z = -(log_partition(1 / T + h) - log_partition(1 / T - h)) / (2 * h) / 7
assert abs(t_from_Z / c14["t"] - 1) < 1e-6

# Imaginary-time correlation integral against the occupation formula
s1, s2 = (a.ravel() for a in lattice_pairs(1, c14["K"]))
weight = (c14["w"] @ (c14["f"][:, s1] * (1 - c14["f"][:, s2]))).real
nodes, gl = np.polynomial.legendre.leggauss(32)
tau, gl = (nodes + 1) / (2 * T), gl / (2 * T)
corr = np.array([weight @ np.exp(x * c14["e1"] * (s1 - s2)) for x in tau])
chi_tau = -2 * (gl @ corr) / c14["L"] ** 3
assert abs(chi_tau / chi0_box(c14, 1) - 1) < 1e-7

# Limits of the amplification factor
dm = 1e-4
kappa2 = 4 * PI * (density(mu + dm) - density(mu - dm)) / (2 * dm)
a = 1 / (2 * kF**2)
q = 0.1 * kF
X_small = strength(q, dressed(q, chi0_inf(q)))
assert abs((1 / X_small - 1) / ((1 / kappa2 - a) * q * q) - 1) < 0.05
assert abs(1 / strength(q, chi0_inf(q)) / (q * q / kappa2) - 1) < 0.02
q = 15 * kF
X_large = strength(q, dressed(q, chi0_inf(q)))
assert abs(1 / X_large / (q**4 / (4 * wp2)) - 1) < 0.03


def needed_s(N):
    """Relative error of chi that gives 10 percent error of G at the smallest q."""
    q = 2 * PI / (N / n) ** (1 / 3)
    return 0.1 * hubbard(q) * strength(q, dressed(q, chi0_inf(q)))


power = np.log10(needed_s(1e5) / needed_s(1e4))
assert abs(power + 2 / 3) < 0.03

# Noise sent through the full nonlinear inversion
rng = np.random.default_rng(7)
M = 400000
q = 2 * kF
c0 = chi0_inf(q)
c1 = dressed(q, c0)
X0, X = strength(q, c0), strength(q, c1)
g1, g2 = rng.standard_normal((2, M))
rho, s_a, s_b = 0.6, 0.01, 0.008
noise0 = s_b * (rho * g1 + np.sqrt(1 - rho**2) * g2)
sample_sd = invert(q, c1 * (1 + s_a * g1), c0 * (1 + noise0)).std()
formula_sd = np.sqrt((s_a / X)**2 + (s_b / X0)**2 - 2 * rho * s_a * s_b / (X * X0))
assert abs(sample_sd / formula_sd - 1) < 0.02
common_sd = invert(q, c1 * (1 + s_a * g1), c0 * (1 + s_a * g1)).std()
assert abs(common_sd / (s_a * (1 - hubbard(q))) - 1) < 0.02
bias = invert(q, c1 * (1 + 0.05 * g1), c0).mean() - hubbard(q)
assert abs(bias / (-0.05**2 / X) - 1) < 0.15  # sampling error about 3 percent

# False large-q tail when a finite-N chi is combined with the infinite-system chi0
q = 60 * 2 * PI / c14["L"]
mix_far = 1 / strength(q, chi0_inf(q)) - 1 / strength(q, chi0_box(c14, 60))
tail_far = 2 * (c14["t"] - t_inf) * q * q / (3 * wp2)
assert abs(mix_far / tail_far - 1) < 0.05
dt = {N: cells[N]["t"] - t_inf for N in sizes}
assert abs(66 * dt[66] / (38 * dt[38]) - 1) < 0.10


def two_electron_cell(indices, grid=48):
    """Singlet pair in a periodic cell: kinetic energy and G at even lattice q."""
    V = 2 / n
    unit = 2 * PI / V ** (1 / 3)
    m, mz = np.fft.fftfreq(grid, 1 / grid), np.arange(grid // 2 + 1)
    p2 = unit**2 * (m[:, None, None]**2 + m[:, None]**2 + mz**2)
    p2_safe = np.where(p2 == 0, 1.0, p2)
    shape = (grid,) * 3
    pot = fft.irfftn(np.where(p2 == 0, 0, 4 * PI / p2_safe), s=shape) * grid**3 / V
    psi = np.ones(shape)
    for _ in range(60):
        E = (pot * psi).mean()
        ft = fft.rfftn((E - pot) * psi) / p2_safe
        ft[0, 0, 0] = grid**3
        new = fft.irfftn(ft, s=shape)
        change = abs(new - psi).max()
        psi = new
    assert change < 1e-10
    E = (pot * psi).mean()
    norm = (psi**2).mean()
    t = (psi * (E - pot) * psi).mean() / norm / 2
    x = np.arange(grid)[:, None, None] / grid
    G = []
    for j in indices:
        q = j * unit
        source = 2 * np.cos(PI * j * x) * psi
        phi = np.zeros(shape)
        for _ in range(50):
            ft = fft.rfftn(source + (E - pot) * phi) / (p2 + q * q / 4)
            new = fft.irfftn(ft, s=shape)
            change = abs(new - phi).max()
            phi = new
        assert change < 1e-10 * abs(phi).max()
        chi = -2 / V * (source * phi).mean() / norm
        G.append(invert(q, chi, -4 * n / q**2))
    return t, unit, np.array(G)


pair_j = (2, 4, 8, 12)
t_pair, unit, G_pair = two_electron_cell(pair_j)
slope = (G_pair[3] - G_pair[2]) / (unit**2 * (12**2 - 8**2))
slope_law = 2 * t_pair / (3 * wp2)  # the ideal pair has zero kinetic energy
assert abs(slope / slope_law - 1) < 0.10  # remaining terms fall slowly with q

# Worked example
eV = physical_constants["Hartree energy in eV"][0]
s_chi = 1e-3
print(f"r_s = {r_s:.1f} bohr, T/E_F = {theta:.1f}, s = {s_chi:.3f}")
print(f"density n = {n:.6f} bohr^-3, kF = {kF:.5f} bohr^-1")
print(f"temperature T = {T:.5f} hartree = {T * eV:.3f} eV")
print(f"chemical potential mu = {mu:.5f} hartree")
print(f"wp^2 = {wp2:.5f} hartree^2, kappa^2 = {kappa2:.5f} bohr^-2")
print(f"a in G = a q^2 : {a:.5f} bohr^2")
print(f"ideal kinetic energy t0 = {t_inf:.6f} hartree per electron")
print("N = 14, dimensionless columns:")
print("j  q/kF   X0        X         G       1/X0      1/X       sigma_G")
rows = []
for j in (1, 2, 3, 4, 6, 8):
    q = j * 2 * PI / c14["L"]
    c_inf, c_N = chi0_inf(q), chi0_box(c14, j)
    chi_N = dressed(q, c_N)
    chi_i = dressed(q, c_inf)
    X0, X = strength(q, c_inf), strength(q, chi_i)
    r_N = c_N / c_inf - 1
    r_chi = chi_N / chi_i - 1
    assert abs(r_chi - X / X0 * r_N) < 2 * r_N**2 + 1e-12
    mix = invert(q, chi_N, c_inf) - invert(q, chi_N, c_N)
    rows.append((j, r_N, r_chi, mix, s_chi * (1 - hubbard(q))))
    print(f"{j}  {q / kF:.3f}  {X0:.3e} {X:.3e} {hubbard(q):.4f}  "
          f"{1 / X0:.3e} {1 / X:.3e} {s_chi / X:.3e}")
print("j  size err chi0  size err chi   mixing err G   common-noise sigma_G")
for j, r_N, r_chi, mix, common in rows:
    print(f"{j}  {r_N:+.4e}   {r_chi:+.4e}   {mix:+.4e}   {common:.3e}")
print("smallest q: N, q/kF, size err chi0, mixing err G, s for 10% of G")
for N in sizes:
    c = cells[N]
    q = 2 * PI / c["L"]
    c_inf, c_N = chi0_inf(q), chi0_box(c, 1)
    mix = 1 / strength(q, c_inf) - 1 / strength(q, c_N)
    print(f"{N}  {q / kF:.4f}  {c_N / c_inf - 1:+.4e}  {mix:+.4e}  {needed_s(N):.4e}")
for N in sizes:
    print(f"N = {N}: t0^N - t0 = {dt[N]:+.4e} hartree, times N = {N * dt[N]:+.4f}")
print(f"power of N in needed s, N = 1e4 to 1e5: {power:.4f}")
q_grid = kF * np.linspace(0.2, 6, 117)
rel = np.array([1 / (strength(k, dressed(k, chi0_inf(k))) * hubbard(k)) for k in q_grid])
best = rel.argmin()
print(f"least relative error of G at q/kF = {q_grid[best] / kF:.2f}, "
      f"sigma_G/G = {rel[best]:.3f} s")
q_lim = brentq(lambda k: s_chi / strength(k, dressed(k, chi0_inf(k))) - hubbard(k),
               3 * kF, 10 * kF)
print(f"sigma_G equals G at q/kF = {q_lim / kF:.3f}")
print(f"noise test q/kF = 2: sd sampled {sample_sd:.5f}, formula {formula_sd:.5f}")
print(f"far mixing error N = 14, j = 60: {mix_far:.4f}, tail law {tail_far:.4f}")
print(f"two-electron cell: t = {t_pair:.6f} hartree, q unit = {unit:.5f} bohr^-1")
for j, G in zip(pair_j, G_pair):
    print(f"two-electron cell: q = {j} units, G = {G:.4f}")
print(f"G slope in q^2: computed {slope:.6f}, kinetic law {slope_law:.6f} bohr^2")
print("no test failed")
```

Output:

```
r_s = 2.0 bohr, T/E_F = 1.0, s = 0.001
density n = 0.029842 bohr^-3, kF = 0.95958 bohr^-1
temperature T = 0.46040 hartree = 12.528 eV
chemical potential mu = -0.00988 hartree
wp^2 = 0.37500 hartree^2, kappa^2 = 0.64616 bohr^-2
a in G = a q^2 : 0.54301 bohr^2
ideal kinetic energy t0 = 0.781172 hartree per electron
N = 14, dimensionless columns:
j  q/kF   X0        X         G       1/X0      1/X       sigma_G
1  0.843  9.160e-01 5.308e-01 0.2076  1.092e+00 1.884e+00 1.884e-03
2  1.685  1.805e-01 1.621e-01 0.3698  5.539e+00 6.169e+00 6.169e-03
3  2.528  5.345e-02 5.188e-02 0.4324  1.871e+01 1.928e+01 1.928e-02
4  3.371  1.786e-02 1.769e-02 0.4596  5.599e+01 5.653e+01 5.653e-02
6  5.056  3.059e-03 3.054e-03 0.4812  3.269e+02 3.274e+02 3.274e-01
8  6.741  9.074e-04 9.070e-04 0.4892  1.102e+03 1.103e+03 1.103e+00
j  size err chi0  size err chi   mixing err G   common-noise sigma_G
1  +1.7553e-02   +1.0097e-02   +1.8833e-02   7.924e-04
2  +1.1282e-02   +1.0118e-02   +6.1791e-02   6.302e-04
3  +2.3809e-03   +2.3107e-03   +4.4439e-02   5.676e-04
4  -2.8257e-03   -2.7988e-03   -1.5865e-01   5.404e-04
6  -2.0103e-03   -2.0071e-03   -6.5851e-01   5.188e-04
8  -8.5567e-04   -8.5527e-04   -9.4380e-01   5.108e-04
smallest q: N, q/kF, size err chi0, mixing err G, s for 10% of G
14  0.8427  +1.7553e-02  +1.8833e-02  1.1020e-02
38  0.6041  +6.3591e-03  +3.4160e-03  9.5019e-03
66  0.5026  +3.6998e-03  +1.3627e-03  7.9458e-03
N = 14: t0^N - t0 = -1.0360e-02 hartree, times N = -0.1450
N = 38: t0^N - t0 = -3.6949e-03 hartree, times N = -0.1404
N = 66: t0^N - t0 = -2.1287e-03 hartree, times N = -0.1405
power of N in needed s, N = 1e4 to 1e5: -0.6608
least relative error of G at q/kF = 0.85, sigma_G/G = 9.072 s
sigma_G equals G at q/kF = 5.539
noise test q/kF = 2: sd sampled 0.07731, formula 0.07739
far mixing error N = 14, j = 60: -43.4833, tail law -43.3547
two-electron cell: t = 0.007357 hartree, q unit = 1.54683 bohr^-1
two-electron cell: q = 2 units, G = 1.0689
two-electron cell: q = 4 units, G = 1.3755
two-electron cell: q = 8 units, G = 2.8754
two-electron cell: q = 12 units, G = 5.3778
G slope in q^2: computed 0.013073, kinetic law 0.013078 bohr^2
no test failed
```
